# Oscillator-strength sum rule and length-velocity equivalence in TDHF and CIS

## What symmetry fixes

For light polarized along $z$, the oscillator strength of a transition with frequency $\omega_n$ is
$$f_n=\frac{2m\omega_n}{\hbar}\,|\langle 0|z|n\rangle|^2 .$$
The factor $m\omega/\hbar$ is an inverse length squared, so $\sum_n f_n$ is a pure number. A symmetry decides which number.

Give every electron a sudden kick by multiplying its orbital by $e^{i\kappa z}$. A local potential commutes with this factor. The exchange operator is not local, but it is built from the orbitals: when they are kicked, its kernel becomes $e^{i\kappa z}K(\mathbf r,\mathbf r')e^{-i\kappa z'}$, which is the old operator seen from the kicked frame. Only the kinetic energy notices the kick, and each electron acquires the velocity $\hbar\kappa/m$. The total dipole therefore starts to move at $N\hbar\kappa/m$, for any local external potential. As shown below, this initial velocity is $\hbar\kappa/m$ times $\sum_n f_n$, so the sum must be $N$.

The argument requires exchange to follow the orbitals fully. Time-dependent Hartree-Fock (TDHF) allows this. Configuration interaction singles (CIS), the Tamm-Dancoff approximation to TDHF, removes part of the response.

## Setting and equations of motion

Atomic units are used from here on. The system has $N$ electrons in $N/2$ doubly occupied real orbitals, a local external potential and a stable Hartree-Fock ground state. Occupied orbitals are $i,j,k$ and virtual ones $a,b$. With $h=T+v$ and the one-spin density matrix $\rho(\mathbf r,\mathbf r')=\sum_j\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')$,
$$F=h+2J-K,\quad J(\mathbf r)=\int\frac{\rho(\mathbf r',\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',\quad K(\mathbf r,\mathbf r')=\frac{\rho(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}.$$

Disturb both spins equally, which selects singlets:
$$\varphi_i(t)=e^{-i\varepsilon_it}\Big[\varphi_i+\sum_a c_{ia}(t)\varphi_a\Big].$$
Mixing among occupied orbitals is left out because it does not change the determinant. Inserting this in $i\partial_t\varphi_i=F\varphi_i$ and projecting on $\varphi_a$ gives, to first order, $i\dot c_{ia}=(\varepsilon_a-\varepsilon_i)c_{ia}+\langle a|\delta F|i\rangle$. The density matrix changes by $\sum_{jb}[c_{jb}\varphi_b(\mathbf r)\varphi_j(\mathbf r')+c^*_{jb}\varphi_j(\mathbf r)\varphi_b(\mathbf r')]$. With $(pq|rs)=\iint\varphi_p\varphi_q(1)\,r_{12}^{-1}\,\varphi_r\varphi_s(2)$ this yields
$$i\dot c=Ac+Bc^*,$$
$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab),\qquad B_{ia,jb}=2(ia|jb)-(ib|ja).$$

For $c=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$, equating the two exponentials gives $\omega X=AX+BY$ and $-\omega Y=BX+AY$. Their difference and sum are
$$(A-B)(X-Y)=\omega(X+Y),\qquad (A+B)(X+Y)=\omega(X-Y).\tag{1}$$
CIS sets $B=0$ and $Y=0$.

## Normalization and closure

Write $R=A-B$ and $Q=A+B$. Stability means that both are positive definite. The symmetric matrix $R^{1/2}QR^{1/2}$ then has orthonormal eigenvectors $e_n$ with eigenvalues $\omega_n^2>0$. Define
$$(X+Y)_n=\omega_n^{-1/2}R^{1/2}e_n,\qquad (X-Y)_n=\omega_n^{1/2}R^{-1/2}e_n .$$
Then $R(X-Y)=\omega^{1/2}R^{1/2}e=\omega(X+Y)$. Also $Q(X+Y)=\omega^{-1/2}R^{-1/2}(R^{1/2}QR^{1/2})e=\omega^{3/2}R^{-1/2}e=\omega(X-Y)$. Both parts of (1) hold, and $(X+Y)_n\cdot(X-Y)_m=\delta_{nm}$, so $X\cdot X-Y\cdot Y=1$. Since $\sum_n e_ne_n^T=1$,
$$\sum_n\omega_n(X+Y)_n(X+Y)_n^T=R,\quad \sum_n(X+Y)_n(X-Y)_n^T=1,\quad \sum_n\frac{(X-Y)_n(X-Y)_n^T}{\omega_n}=R^{-1}.\tag{2}$$

## Transition amplitudes from the kick

Let $z_{ia}=\langle i|z|a\rangle$ and $g_{ia}=\langle i|\partial_z|a\rangle$. A weak kick sets $c(0)=i\kappa z$. Splitting $c=u+iw$ into real and imaginary parts gives $\dot u=Rw$ and $\dot w=-Qu$. By (1), the solution with $u(0)=0$, $w(0)=\kappa z$ is
$$u=\sum_n\alpha_n(X+Y)_n\sin\omega_nt,\quad w=\sum_n\alpha_n(X-Y)_n\cos\omega_nt,\quad \alpha_n=\kappa\,z\cdot(X+Y)_n .$$
The dipole changes by $D(t)=2z\cdot(c+c^*)=4z\cdot u$. Because $\partial_z$ is antisymmetric, the momentum is $P(t)=-2i\,g\cdot(c-c^*)=4g\cdot w$. Thus
$$D=2\kappa\sum_nd_n^2\sin\omega_nt,\qquad P=2\kappa\sum_nd_nv_n\cos\omega_nt,$$
$$d_n=\sqrt2\,z\cdot(X+Y)_n,\qquad v_n=\sqrt2\,g\cdot(X-Y)_n .$$

An exact wave function, kicked to $|0\rangle+i\kappa\sum_n|n\rangle\langle n|z|0\rangle$, gives the same two expressions with $d_n=\langle0|z|n\rangle$ and $v_n=\langle0|\partial_z|n\rangle$. This identifies the amplitudes. The length, velocity and mixed sums are
$$S_L=\sum_n2\omega_nd_n^2,\qquad S_V=\sum_n\frac{2v_n^2}{\omega_n},\qquad S_M=\sum_n2d_nv_n .$$
They have a direct meaning: $\dot D(0)=\kappa S_L$ is the initial dipole velocity, and $P(0)=\kappa S_M$ is the momentum delivered. In a continuum the sums include integrals.

## The key identity

In a complete basis,
$$(A-B)\,z=g .\tag{3}$$

The Hartree terms cancel in $A-B$, so
$$[(A-B)z]_{ia}=(\varepsilon_a-\varepsilon_i)z_{ia}+\sum_{jb}[(ib|ja)-(ij|ab)]z_{jb}.$$
Completeness gives $\sum_b\varphi_bz_{jb}=z\varphi_j-\sum_k\varphi_kz_{kj}$. The two-electron terms become
$$\sum_{jb}(ib|ja)z_{jb}=\sum_j\iint\frac{\varphi_i(1)\,z_1\varphi_j(1)\,\varphi_j(2)\varphi_a(2)}{r_{12}}-\sum_{jk}z_{kj}(ik|ja),$$
$$\sum_{jb}(ij|ab)z_{jb}=\sum_j\iint\frac{\varphi_i(1)\varphi_j(1)\,z_2\varphi_j(2)\,\varphi_a(2)}{r_{12}}-\sum_{jk}z_{kj}(ij|ak).$$
Exchanging the names $j$ and $k$ in the last sum, with $z_{jk}=z_{kj}$, turns it into the last sum of the line above. The occupied-occupied pieces therefore cancel on subtraction. What remains is
$$\iint\varphi_a(2)K(2,1)(z_1-z_2)\varphi_i(1)=\langle a|[K,z]|i\rangle .$$

The orbitals are eigenfunctions of $F$, and $v$ and $J$ commute with $z$. Hence
$$(\varepsilon_a-\varepsilon_i)z_{ia}=\langle a|[F,z]|i\rangle=\langle a|[T,z]|i\rangle-\langle a|[K,z]|i\rangle .$$
The exchange commutators cancel. Since $T(z\varphi)=zT\varphi-\partial_z\varphi$, we have $[T,z]=-\partial_z$, and $-\langle a|\partial_z|i\rangle=\langle i|\partial_z|a\rangle=g_{ia}$ after integration by parts. This proves (3).

## Both properties of TDHF

Multiply the first equation of (1) by $\sqrt2\,z$ and use the symmetry of $R$:
$$\omega_nd_n=\sqrt2\,z\cdot R(X-Y)_n=\sqrt2\,(Rz)\cdot(X-Y)_n=\sqrt2\,g\cdot(X-Y)_n=v_n .$$
Length and velocity strengths agree state by state.

For the sums, (2) gives
$$S_L=4z\cdot Rz,\qquad S_V=4g\cdot R^{-1}g,\qquad S_M=4z\cdot g,$$
and (3) makes all three equal to $4z\cdot g$. By completeness,
$$z\cdot g=\sum_i\langle i|\partial_zz|i\rangle-\sum_{ik}\langle i|\partial_z|k\rangle\langle k|z|i\rangle .$$
The double sum pairs an antisymmetric with a symmetric matrix and vanishes. In the first sum, the product rule gives $\langle i|\partial_zz|i\rangle=1+\langle i|z\partial_z|i\rangle$, while integration by parts gives $\langle i|\partial_zz|i\rangle=-\langle i|z\partial_z|i\rangle$. Each term is therefore $\tfrac12$. With $N/2$ orbitals, $z\cdot g=N/4$ and
$$S_L=S_V=S_M=N .$$

A nonlocal external potential, such as a nonlocal pseudopotential, adds $\langle a|[v,z]|i\rangle$ to the right side of (3), and the proof fails. The exchange step, by contrast, used only the symmetry of $1/r_{12}$ in the two positions. It therefore also covers a Bethe-Salpeter equation with a fixed static screened interaction $W$, if the orbitals and energies come from a one-particle operator whose only nonlocal potential is exchange with that same $W$. Energies from another source are not covered.

## What CIS loses

With $AX=\omega X$ and $X\cdot X=1$, the amplitudes are $d=\sqrt2\,z\cdot X$ and $v=\sqrt2\,g\cdot X$. Since $Az=(R+B)z=g+Bz$,
$$\omega_nd_n=v_n+\sqrt2\,(Bz)\cdot X_n .$$
The vectors $X_n$ are complete, so equivalence for every state requires $Bz=0$. The sums are
$$S_L=4z\cdot Az=N+4z\cdot Bz,\qquad S_V=4g\cdot A^{-1}g,\qquad S_M=4z\cdot g=N .$$
The mixed sum survives, so it cannot reveal the fault. Physically, the kick delivers the right momentum $N\kappa$, but the dipole starts with velocity $\kappa S_L$, which need not match it.

The Cauchy inequality applied to $\sqrt{2\omega_n}\,d_n$ and $\sqrt{2/\omega_n}\,v_n$ gives $S_LS_V\ge S_M^2$. If one CIS sum is too large, the other may still be too small.

## Helium: why the violation cannot vanish

Helium has one occupied orbital $\varphi$, with energy $\varepsilon$. Then $B_{ab}=(ia|ib)$, which is $K$ between virtual orbitals, and
$$A-B=F-\varepsilon+K-J=h+J-\varepsilon .$$
This is a local one-particle Hamiltonian. Because $K\varphi=J\varphi$, it obeys $(h+J-\varepsilon)\varphi=0$. The nodeless 1s orbital is thus its ground state, and $A-B$ is positive on the virtual space. Identity (3) reduces to $(h+J-\varepsilon)z\varphi=[T,z]\varphi=-\partial_z\varphi$.

For any virtual function $\eta=\sum_ay_a\varphi_a$, the form $y\cdot By$ is the electrostatic repulsion of the charge $\varphi\eta$ with itself. It is positive unless $\eta=0$. Since $\langle\varphi|z|\varphi\rangle=0$, the choice $\eta=z\varphi$ gives the CIS excess
$$S_L-2=4\iint\frac{\varphi^2(1)z_1\,\varphi^2(2)z_2}{r_{12}}>0 .\tag{4}$$

The velocity sum errs the other way. Let $y=A^{-1}g$, which is nonzero. Then
$$g\cdot A^{-1}g=2g\cdot y-y\cdot Ay<2g\cdot y-y\cdot Ry\le g\cdot R^{-1}g=\tfrac12,$$
where the last inequality is $(y-R^{-1}g)\cdot R(y-R^{-1}g)\ge0$. Hence $S_V<2$.

## A hand estimate of the excess

In (4) the angular factors select the term $(r_</r_>^2)\,\mathbf n_1\cdot\mathbf n_2$ of $1/r_{12}$. Because $\int n_zn_k\,d\Omega=\tfrac{4\pi}{3}\delta_{zk}$, the angular integral is $(4\pi/3)^2$. Counting the two equal regions $r_1>r_2$ and $r_1<r_2$,
$$S_L-2=8\Big(\frac{4\pi}{3}\Big)^2\int_0^\infty r\varphi^2(r)\int_0^rs^4\varphi^2(s)\,ds\,dr .$$
Take $\varphi^2=(\zeta^3/\pi)e^{-2\zeta r}$. Scaling lengths by $1/\zeta$ extracts a factor $1/\zeta$. Doing the $r$ integral first, with $\int_s^\infty re^{-2r}dr=(\tfrac s2+\tfrac14)e^{-2s}$, gives
$$S_L-2=\frac{128}{9\zeta}\Big[\frac12\frac{5!}{4^6}+\frac14\frac{4!}{4^5}\Big]=\frac{128}{9\zeta}\cdot\frac{21}{1024}=\frac{7}{24\zeta}.$$

The exponent follows from the energy. The same method gives the repulsion $32\zeta[\tfrac12\tfrac{3!}{4^4}+\tfrac14\tfrac{2!}{4^3}]=\tfrac58\zeta$, so $E=\zeta^2-4\zeta+\tfrac58\zeta$ is lowest at $\zeta=27/16=1.6875$. The predicted excess is $7/(24\times1.6875)=0.1728$.

## Growing basis sets

In a finite basis two ingredients of the proof separate: that $z\varphi$ lies in the basis, and that $\varphi$ satisfies $(h+J-\varepsilon)\varphi=0$ exactly rather than only within the basis. The second matters because $[T,z]=-\partial_z$ gives $4\langle z\varphi|h+J-\varepsilon|z\varphi\rangle=2+4\langle\varphi|z^2(h+J-\varepsilon)|\varphi\rangle$. If the p functions share the exponents of the s functions, $z\varphi$ lies in the basis, because $z$ times an s Gaussian is a p Gaussian. Then $S_M=2$ at any size. Moreover, the TDHF length sum is $4\langle z\varphi|h+J-\varepsilon|z\varphi\rangle$, which depends on the s basis alone. The program tests this: enlarging 4s4p to 4s9p leaves the sum at 2.01985.

The first five sets below are even-tempered with shared exponents.

| Basis | TDHF $S_L$ | TDHF $S_V$ | CIS $S_L$ | CIS $S_V$ | $S_M$ |
|---|---|---|---|---|---|
| 4s4p | 2.0199 | 1.9812 | 2.1932 | 1.8239 | 2.0000 |
| 6s6p | 2.0031 | 1.9970 | 2.1759 | 1.8386 | 2.0000 |
| 9s9p | 2.0009 | 1.9992 | 2.1735 | 1.8407 | 2.0000 |
| 13s13p | 2.0001 | 1.9999 | 2.1728 | 1.8413 | 2.0000 |
| 18s18p | 2.0000 | 2.0000 | 2.1727 | 1.8414 | 2.0000 |
| aug-cc-pVDZ | 2.0079 | 1.9352 | 2.1776 | 1.7853 | 1.9710 |
| aug-cc-pVTZ | 1.9992 | 1.9874 | 2.1717 | 1.8300 | 1.9930 |
| aug-cc-pVQZ | 2.0029 | 1.9958 | 2.1756 | 1.8376 | 1.9990 |

The TDHF sums converge to 2. The CIS sums settle 8.6% above and 7.9% below it. In the largest set the excess is $2.17267-2.00001=0.17266$. Radial quadrature of (4) gives the same 0.17266, and the exponential estimate is within 0.0002 of it. Agreement this close is partly fortuitous: the same orbital gives the repulsion $\tfrac58\times1.6875=1.055$ hartree, about 3% above the Hartree-Fock value $2\varepsilon-E=-1.8359+2.8617=1.026$ hartree. The Cauchy bound requires $S_V\ge4/2.17267=1.8411$, and the computed 1.8414 lies just above.

In the aug-cc sets the mixed sum falls short of 2, so $z\varphi$ is not fully represented. Their TDHF length sum does not approach 2 steadily: the triple-zeta value is closer than the quadruple-zeta one. A single good length sum is therefore no proof of a converged basis.

## The first singlet P state

In the largest set:

| Method | Energy (hartree) | $f_L$ | $f_V$ |
|---|---|---|---|
| TDHF | 0.79697 | 0.2519 | 0.2519 |
| CIS | 0.79721 | 0.2603 | 0.2296 |

The energies, 21.687 and 21.693 eV, differ by 0.006 eV. The CIS length strength nevertheless exceeds its velocity strength by $0.2603/0.2296-1=13\%$. Close agreement of energies does not imply agreement of strengths. Nor does length-velocity agreement imply accuracy. Both methods start from the uncorrelated Hartree-Fock ground state, and full configuration interaction places this state near 21.2 eV with a strength of about 0.275. Both energies are thus about 0.5 eV too high, and the CIS length value happens to lie closer to the correlated strength than the TDHF value does.

The first state converges more slowly with the basis than the sums do. In 4s4p the TDHF sums are already within 1% of 2, yet the first P energy is 0.957 hartree. This lies above the Hartree-Fock ionization threshold $-\varepsilon$, which is 0.918 hartree in the largest set and 0.914 hartree in 4s4p itself, so this basis fails to bind the state, and its strength of about 1.1 is far from the 0.252 of the 2p state in the largest set. Even in the largest set, the greatest difference $|f_L-f_V|$ over all TDHF states is $9.7\times10^{-4}$. It belongs to a higher state, since the first one agrees to the five printed decimals.

Helium cannot test the occupied-occupied cancellation in (3). The numerical check therefore includes a four-electron one-dimensional model whose two occupied orbitals are coupled by $z$. There all three TDHF sums are 4.0000, while CIS gives 4.332 in the length form and 3.698 in the velocity form. The check also follows the kicked helium atom in real time in the 4s4p basis for 3 atomic units of time. The TDHF spectrum reproduces the dipole signal per unit kick, which reaches 1.18 bohr², to $3\times10^{-7}$ bohr². The CIS spectrum misses it by up to 0.08 bohr².

## Calculated quantities

```
1D model, 4 electrons, trap x^4/10, repulsion 1/sqrt(x^2+1)
 z between occupied orbitals = 0.9087 bohr
 max |(A-B)z - g| = 3.2e-12 1/bohr
 max |omega*dipole - velocity|, TDHF = 4.8e-12 1/bohr
 TDHF sums length, velocity, mixed = 4.000000, 4.000000, 4.000000
 CIS sums length, velocity, mixed = 4.331975, 3.698462, 4.000000
Helium: sums are length, velocity, mixed (dimensionless)
first 1P: energy in hartree, f length, f velocity
4s4p, exponents 0.2 to 15 bohr^-2: E_HF = -2.845755 hartree
 TDHF sums 2.01985 1.98124 2.00000; 1P 0.95739 1.15382 1.09203
 CIS  sums 2.19319 1.82393 2.00000; 1P 0.95888 1.21593 0.99938
6s6p, exponents 0.1 to 60 bohr^-2: E_HF = -2.859291 hartree
 TDHF sums 2.00307 1.99699 2.00000; 1P 0.83798 0.57494 0.57194
 CIS  sums 2.17586 1.83861 2.00000; 1P 0.83857 0.59930 0.52385
9s9p, exponents 0.05 to 400 bohr^-2: E_HF = -2.861486 hartree
 TDHF sums 2.00088 1.99923 2.00000; 1P 0.80254 0.31493 0.32014
 CIS  sums 2.17353 1.84071 2.00000; 1P 0.80285 0.32646 0.29252
13s13p, exponents 0.025 to 3000 bohr^-2: E_HF = -2.861667 hartree
 TDHF sums 2.00013 1.99990 2.00000; 1P 0.79711 0.25579 0.25522
 CIS  sums 2.17278 1.84133 2.00000; 1P 0.79735 0.26440 0.23268
18s18p, exponents 0.012 to 20000 bohr^-2: E_HF = -2.861679 hartree
 TDHF sums 2.00001 1.99999 2.00000; 1P 0.79697 0.25186 0.25186
 CIS  sums 2.17267 1.84142 2.00000; 1P 0.79721 0.26026 0.22956
aug-cc-pVDZ: E_HF = -2.855705 hartree
 TDHF sums 2.00789 1.93518 1.97099; 1P 1.03251 1.32408 1.30315
 CIS  sums 2.17755 1.78526 1.97099; 1P 1.03448 1.40313 1.19503
aug-cc-pVTZ: E_HF = -2.861183 hartree
 TDHF sums 1.99917 1.98735 1.99299; 1P 0.95908 1.07170 1.07269
 CIS  sums 2.17168 1.83004 1.99299; 1P 0.96050 1.12904 0.98270
aug-cc-pVQZ: E_HF = -2.861522 hartree
 TDHF sums 2.00288 1.99578 1.99904; 1P 0.90829 0.88123 0.88665
 CIS  sums 2.17556 1.83760 1.99904; 1P 0.90934 0.92458 0.81221
Largest set: max over states |f_L - f_V|, TDHF = 9.7e-04
Largest set: 1s orbital energy = -0.917955 hartree
Largest set: lowest eigenvalue of A-B = 0.79053 hartree
Largest set: first 1P energy, TDHF = 21.687 eV
Largest set: first 1P energy, CIS = 21.693 eV
TDHF length sum, 4s4p and 4s9p = 2.019854 and 2.019854
CIS excess from the spectra = 0.17266
CIS excess from radial quadrature = 0.17266
Exponential orbital: excess = 7/(24*zeta)
 at zeta = 1.6875 1/bohr: excess = 0.17284
Real-time TDHF, 4s4p, kick 0.001 1/bohr, duration 3.0 a.u.
 largest dipole/kick = 1.1822 bohr^2
 max deviation of TDHF spectrum = 2.9e-07 bohr^2
 max deviation of CIS spectrum = 0.0814 bohr^2
```
